# Mean inner potential and Langevin diamagnetism of silicon from one second moment

## Question

My plane-wave code sets the $\mathbf G=0$ component of the electrostatic potential to zero, so its potentials for bulk silicon carry no vacuum reference. I want the mean inner potential $V_0$, the average electrostatic potential inside the solid relative to vacuum. It is measured to be near 12 V.

I was told that $V_0$ and the diamagnetic susceptibility both depend on $\langle r^2\rangle$ of the atoms, so that one can be converted into the other. I put a measured susceptibility of silicon, roughly $-3\times10^{-6}$ in SI volume units, into the conversion and got about 1.5 V. Is the relation wrong, or am I using it wrongly? And what does the neutral-atom model really give for silicon?

## Answer

The relation holds for a solid made of superposed neutral atoms, but it involves the Langevin part of the susceptibility. What you inserted was the total susceptibility, which also contains a paramagnetic part. Both sides can be derived from the start, which shows where the two part company.

### The potential of one neutral atom

Let $e>0$, let $n(r)$ be the spherically averaged electron number density of an atom with nuclear charge $Ze$, and let $\Omega$ be the volume per atom. Define

$$S=\int n(r)\,r^2\,d^3r ,$$

with $r$ measured from the nucleus. This is a sum over all electrons, not an average per electron. The electrostatic potential $\varphi$ is zero far away. An electron has potential energy $-e\varphi$, so a code that prints electron potential energies shows the opposite sign.

Because the atom is neutral, the charge inside a sphere of radius $s$ equals the electron charge missing from it:

$$q(s)=e\int_s^\infty 4\pi r'^2 n(r')\,dr' .$$

Gauss's law gives the radial field $q(s)/(4\pi\varepsilon_0 s^2)$. Integrating it from $r$ to infinity gives

$$\varphi(r)=\frac{e}{4\pi\varepsilon_0}\int_r^\infty\frac{ds}{s^2}\int_s^\infty 4\pi r'^2n(r')\,dr' .$$

The integration region is $r<s<r'$. Doing the $s$ integral first, with $\int_r^{r'}ds/s^2=1/r-1/r'$, gives

$$\varphi(r)=\frac{e}{4\pi\varepsilon_0}\int_r^\infty 4\pi r'^2n(r')\left(\frac1r-\frac1{r'}\right)dr' .$$

The integrand is not negative, so $\varphi\ge0$: the nucleus is incompletely screened at every radius that has electrons outside it.

Now integrate $\varphi$ over all space and exchange the order again, so that $r$ runs from 0 to $r'$:

$$\int_0^{r'}4\pi r^2\left(\frac1r-\frac1{r'}\right)dr
=4\pi\left(\frac{r'^2}{2}-\frac{r'^2}{3}\right)=\frac{4\pi r'^2}{6}.$$

The factor $4\pi$ cancels the one in the prefactor, leaving

$$\int\varphi\,d^3r=\frac{e}{6\varepsilon_0}\int_0^\infty 4\pi r'^2n(r')\,r'^2dr'=\frac{eS}{6\varepsilon_0}.$$

Hydrogen gives a check by hand. In atomic units $n=e^{-2r}/\pi$, $S=3$ and $\varphi=(1+1/r)e^{-2r}$. Direct integration gives $4\pi(1/4+1/4)=2\pi$. In these units $1/(6\varepsilon_0)$ is $4\pi/6=2\pi/3$, and $(2\pi/3)\times3=2\pi$ as well.

### From the atom to the solid

In the neutral-atom model the crystal potential is the sum of the atomic potentials. Silicon has two atoms in a primitive cell of volume $2\Omega$. Integrating the lattice sum over one cell is the same as integrating one atomic potential over all cells, for each of the two atoms. Therefore

$$V_0=\frac{1}{2\Omega}\,2\int\varphi\,d^3r=\frac{eS}{6\varepsilon_0\Omega}. \tag{1}$$

Neutrality and spherical averaging matter here, because they make $\varphi$ fall off as fast as the density tail. The Hartree–Fock determinant of the silicon atom, with its two $p$ electrons in two of the three $p$ orbitals, has a quadrupole (the $J=0$ ground level of the real atom has none). Its $1/r^3$ potential would make the space integral depend on how the distant region is cut off. Spherical averaging removes the quadrupole and leaves $S$ unchanged. If the units were ions, $1/r$ tails would remain and their separate integrals would diverge, so (1) could not be applied ion by ion.

At fixed $S$, $V_0$ is proportional to $1/\Omega$ and vanishes for a dilute collection of atoms, as it should.

### What the missing $\mathbf G=0$ term contains

Let $f(G)$ be the atomic form factor, the Fourier transform of $n$. Poisson's equation gives, for one atom per volume $\Omega$,

$$V(G)=\frac{e\,[Z-f(G)]}{\varepsilon_0\Omega G^2},\qquad
f(G)=\int n(r)\frac{\sin Gr}{Gr}\,d^3r .$$

Since $\sin(Gr)/(Gr)=1-G^2r^2/6+\dots$ and $\int n\,d^3r=Z$,

$$f(G)=Z-\frac{G^2S}{6}+\dots,\qquad \lim_{G\to0}V(G)=\frac{eS}{6\varepsilon_0\Omega}.$$

At $\mathbf G=0$ the charge and $G^2$ both vanish, so Poisson's equation in the periodic cell leaves this coefficient undetermined. Setting it to zero is a choice of reference. It does no harm to band energies relative to one another, but it discards the alignment with vacuum.

A slab restores that alignment, because it has a vacuum region in which the potential can be set to zero. I superposed 41 (001) layers of neutral silicon atoms. The planar-averaged potential is 25.3 V on a central layer and 9.5 V midway between layers. Its mean over one interior period is 13.56 V, and 25 bohr outside the slab it is zero to numerical accuracy. The interior mean agrees with (1), evaluated below.

A real surface can add something that (1) lacks. If charge rearranges there into a dipole moment $p_s$ per unit area, pointing outward, the potential rises by $p_s/\varepsilon_0$ on crossing the layer outward. With the vacuum held at zero, the whole interior shifts by $-p_s/\varepsilon_0$. For this reason the bulk density of a periodic calculation does not by itself fix $V_0$.

### The same moment in a magnetic field

For an electron of charge $-e$ the kinetic energy in a field is $(\mathbf p+e\mathbf A)^2/2m$. Take $\mathbf B$ along $z$ and $\mathbf A=\tfrac B2(-y,x,0)$, with the origin at the nucleus. Since $\nabla\cdot\mathbf A=0$, $\mathbf p$ and $\mathbf A$ can be interchanged in the cross term, and

$$\frac{(\mathbf p+e\mathbf A)^2}{2m}=\frac{p^2}{2m}+\frac{eB}{2m}L_z+\frac{e^2B^2}{8m}(x^2+y^2).$$

The Langevin contribution is the expectation value of the last term, summed over electrons. Averaged over field directions, $x^2+y^2$ becomes $\tfrac23r^2$, so

$$\Delta E=\frac{e^2B^2}{8m}\cdot\frac23S=\frac{e^2B^2S}{12m}.$$

The induced moment per atom is $-\partial\Delta E/\partial B=-e^2BS/(6m)$. Dividing by $\Omega$ gives the magnetization $M$. For a weak response $\chi=\mu_0M/B$, hence

$$\chi_L=-\frac{\mu_0e^2S}{6m\Omega}. \tag{2}$$

Dividing (1) by (2) removes $S/\Omega$:

$$\frac{V_0}{\chi_L}=-\frac{e}{6\varepsilon_0}\cdot\frac{6m}{\mu_0e^2}=-\frac{m}{\varepsilon_0\mu_0e}=-\frac{mc^2}{e},$$

where the last step uses $\varepsilon_0\mu_0c^2=1$. The relation is therefore

$$V_0=-\frac{mc^2}{e}\,\chi_L,\qquad \frac{mc^2}{e}=510\,999\ \text{V}. \tag{3}$$

The minus sign makes $V_0$ positive, because $\chi_L$ is negative.

### Why the measured susceptibility does not fit

The derivation of (2) left out the term linear in $B$. For a nondegenerate ground state $|0\rangle$ without a permanent moment, it contributes at second order

$$E_{\rm para}=-\left(\frac{eB}{2m}\right)^2\sum_{k\ne0}\frac{|\langle k|L_z|0\rangle|^2}{E_k-E_0}\le0 ,$$

with $L_z$ now the total orbital angular momentum. This is the Van Vleck term. It is also of order $B^2$ and opposes the Langevin term. It vanishes if $|0\rangle$ is an eigenstate of $L_z$, as in a closed-shell atom with the origin of $\mathbf A$ at its nucleus. The division into the two terms depends on that origin. Moving it away from the nucleus of such an atom by $d$, perpendicular to $\mathbf B$, adds $e^2B^2d^2/(8m)$ per electron to the Langevin energy and subtracts the same amount through the Van Vleck term, so only the sum is fixed. A crystal has no single origin at every nucleus, so $\chi_L$ in (2) is defined atom by atom, each with its own origin. Even so, the surroundings of an electron in a crystal are not axially symmetric about its nucleus, and a paramagnetic remainder generally survives. For a free silicon atom (2) is not the total susceptibility either, because its open $3p$ shell adds spin and orbital paramagnetism. Spin–orbit coupling makes the lowest level of the triplet $J=0$, which has no permanent moment, but a field mixes it with the nearby $J=1$ level, and the levels with $J>0$ contribute moments when they are thermally populated.

An electron in an anisotropic oscillator shows the cancellation in closed form. Set $\hbar=m=1$, let the frequencies along $x$ and $y$ be $\omega_1$ and $\omega_2$, and write $\omega_c=eB/m$. With $\langle x^2\rangle=1/(2\omega_1)$ and $\langle y^2\rangle=1/(2\omega_2)$, the Langevin energy is

$$E_L=\frac{\omega_c^2}{8}\left(\frac1{2\omega_1}+\frac1{2\omega_2}\right)=\frac{\omega_c^2(\omega_1+\omega_2)}{16\,\omega_1\omega_2}.$$

Acting on the ground state, $x$ gives $|1\rangle/\sqrt{2\omega_1}$ and $p_y$ gives $i\sqrt{\omega_2/2}\,|1\rangle$, and likewise with the axes exchanged. Hence

$$L_z|00\rangle=(xp_y-yp_x)|00\rangle
=\frac i2\left(\sqrt{\frac{\omega_2}{\omega_1}}-\sqrt{\frac{\omega_1}{\omega_2}}\right)|11\rangle
=\frac{i(\omega_2-\omega_1)}{2\sqrt{\omega_1\omega_2}}|11\rangle .$$

The state $|11\rangle$ lies $\omega_1+\omega_2$ above the ground state, so

$$E_{\rm para}=-\frac{\omega_c^2}{4}\,\frac{(\omega_2-\omega_1)^2}{4\omega_1\omega_2(\omega_1+\omega_2)}.$$

Adding the two over the common denominator,

$$E_L+E_{\rm para}=\omega_c^2\,\frac{(\omega_1+\omega_2)^2-(\omega_2-\omega_1)^2}{16\,\omega_1\omega_2(\omega_1+\omega_2)}=\frac{\omega_c^2}{4(\omega_1+\omega_2)},$$

because the numerator is $4\omega_1\omega_2$. The complete response is thus the fraction $4\omega_1\omega_2/(\omega_1+\omega_2)^2\le1$ of the Langevin response, with equality for $\omega_1=\omega_2$. For frequencies 1 and 4, diagonalizing the full Hamiltonian in a weak field gives $0.0500\,\omega_c^2$ against a Langevin value of $0.0781\,\omega_c^2$, a ratio of 0.64 as predicted.

The electrostatic potential has no counterpart to this cancellation: it depends on the charge density alone. That is why a total susceptibility cannot stand in for $\chi_L$ in (3).

### Numbers for silicon

I computed the triplet silicon atom by unrestricted Hartree–Fock in the aug-cc-pVQZ basis. The lattice parameter is $a=10.2631$ bohr, and a cubic cell holds eight atoms, so

$$\Omega=\frac{a^3}{8}=135.13\ \text{bohr}^3,\qquad S=32.16\ \text{bohr}^2 .$$

With $E_h$ the Hartree energy and lengths in bohr, (1) reads

$$V_0=\frac{2\pi}{3}\,\frac{S}{\Omega}\,\frac{E_h}{e}
=2.094\times\frac{32.16}{135.13}\,\frac{E_h}{e}=0.498\,\frac{E_h}{e}=13.6\ \text{V}.$$

Equation (2) gives $\chi_L=-2.654\times10^{-5}$, and (3) returns the same potential:

$$510\,999\ \text{V}\times2.654\times10^{-5}=13.6\ \text{V}.$$

As a test of (1), the potential was also built from the numerical radial density by Gauss's law and integrated; it gives the same value. The further digits are in the numerical output below.

Your 1.5 V is $510\,999\ \text{V}\times3\times10^{-6}$. The susceptibility you used is about nine times smaller in magnitude than the neutral-atom $\chi_L$. The Van Vleck term has the right sign to account for this, but I have not calculated its size in crystalline silicon.

### Reading the gap to 12 V

The neutral-atom value lies 1.6 V above 12 V, or 13 % of the measured value. Since that value is rough, so is the gap.

The free atom itself is an unlikely source of most of it. The PBE functional in place of Hartree–Fock gives 13.5 V, a change of about 0.05 V. The smaller aug-cc-pVTZ basis changes $S$ by 0.3 %. Neither comparison is a strict error bound, but both changes are far smaller than the gap.

What the model omits is the redistribution of charge when atoms form a solid. Poisson's equation is linear, so the true mean potential is the neutral-atom value for the true atomic densities plus the contribution of the redistributed charge, in the bulk and at the surface. The quantity $S$ is sensitive to the region where bonding acts:

- The four $3s$ and $3p$ electrons supply 29.2 of the 32.2 bohr², or 91 %. The ten core electrons supply 2.9 bohr².
- The density beyond half the bond length, 2.22 bohr from the nucleus, holds 2.1 of the 14 electrons but supplies 74 % of $S$.

The factor $r^2$ gives the outer density this weight. To see what it implies, keep the atoms spherical and neutral and ask which $S$ would yield 12 V. Since $V_0\propto S$ at fixed $\Omega$,

$$S'=32.16\times\frac{12}{13.56}=28.5\ \text{bohr}^2 .$$

If the core is unchanged and all valence radii are multiplied by $\lambda$, the valence part of $S$ is multiplied by $\lambda^2$:

$$\lambda=\sqrt{\frac{28.45-2.95}{29.21}}=0.93 .$$

A 7 % contraction of the valence shell would therefore be enough. This measures sensitivity and is not a model of the bond: real bonding charge is not spherical, and a surface dipole may contribute as well. The calculation does not separate these effects, nor does it establish the sign of each.

For a vacuum-aligned value from your own code, run a slab with two equivalent faces and a vacuum region wide enough for the potential to become flat. Take that flat value as zero and average over an interior period. If the faces differ, their dipoles can leave a field across the vacuum of a periodic cell, however wide it is. A dipole correction is then needed, and the vacuum levels on the two sides may differ. If you use pseudopotentials, remember that they replace the true potential near each nucleus. The average then differs from $V_0$ until the integral of that difference over the core regions, divided by the volume, has been restored.

## Computed results

```
Lattice parameter of Si: 5.4310 angstrom
Lattice parameter of Si: 10.2631 bohr
Volume per atom: 135.130 bohr^3
Half bond length: 2.222 bohr
S, UHF aug-cc-pVQZ: 32.158 bohr^2
S, UHF aug-cc-pVTZ: 32.248 bohr^2
S, PBE aug-cc-pVQZ: 32.029 bohr^2
S from radial density: 32.158 bohr^2
S core part (1s2s2p): 2.945 bohr^2
S valence part (3s3p): 29.213 bohr^2
Valence share of S: 90.8 %
Electrons beyond half bond: 2.125
Share of S beyond half bond: 74.3 %
V0 from S, UHF: 13.563 V
V0 from S, PBE: 13.508 V
V0 from integrated potential: 13.563 V
Small G used: 0.02 1/bohr
Fourier coefficient at small G: 13.559 V
Slab, number of layers: 41
Slab, interior period mean: 13.563 V
Slab, planar average on a layer: 25.347 V
Slab, planar average midway: 9.459 V
Slab, 25 bohr outside: 1.7e-13 V (magnitude)
m c^2 / e: 510999.0 V
Langevin chi, SI volume: -2.6542e-05 (dimensionless)
-(m c^2/e) chi_L: 13.563 V
Isotropic oscillator, full response: 0.12500
Isotropic oscillator, Langevin: 0.12500
Anisotropic frequencies: 1.0, 4.0 (model units)
Anisotropic, full response: 0.05000
Anisotropic, Langevin: 0.07812
Anisotropic, full/Langevin: 0.6400
Measured V0, rough input: 12 V
Neutral-atom excess, UHF: 1.56 V
Excess over measured: 13.0 %
S needed for rough measured V0: 28.45 bohr^2
Valence radius scale needed: 0.934
Measured chi, rough input: -3e-06 (SI volume)
Misused relation would give: 1.5 V
```
